\section*{Wannier Interpolation of the Berry Curvature Summed over Occupied Bands, part 2}

The aim is the Berry curvature summed over bands with occupations $f_n$, for independent electrons in a lattice-periodic Hamiltonian $\hat H$. A group of $M$ bands is spanned by orthonormal Wannier functions $|\mathbf Rn\rangle$, with $\mathbf R$ a lattice vector, and
\begin{equation}
|u^W_{n\mathbf k}\rangle=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\hat{\mathbf r}-\mathbf R)}|\mathbf Rn\rangle .
\end{equation}
With $\partial_\alpha=\partial/\partial k_\alpha$, any smooth orthonormal set has the Hermitian connection $A_{\alpha,nm}=i\langle u_n|\partial_\alpha u_m\rangle$ (a length) and the curvature matrix (an area)
\begin{equation}
\Omega_{\alpha\beta,nm}=i\langle\partial_\alpha u_n|\partial_\beta u_m\rangle-i\langle\partial_\beta u_n|\partial_\alpha u_m\rangle .\label{eq:def}
\end{equation}
For energy eigenstates its diagonal element is the band curvature $\Omega_n$. The superscript $W$ marks matrices in the basis $u^W$, which are periodic in $\mathbf k$. $H^W$ is the matrix of $\hat H_{\mathbf k}=e^{-i\mathbf k\cdot\hat{\mathbf r}}\hat He^{i\mathbf k\cdot\hat{\mathbf r}}$, and
\begin{equation}
\Omega^W_{\alpha\beta,nm}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,i\big(R_\alpha\langle\mathbf 0n|\hat r_\beta|\mathbf Rm\rangle-R_\beta\langle\mathbf 0n|\hat r_\alpha|\mathbf Rm\rangle\big).\label{eq:OW}
\end{equation}
The unitary $U(\mathbf k)$ gives $U^\dagger H^WU=E=\mathrm{diag}(E_n)$ and, with states written as rows, $|u^H\rangle=|u^W\rangle U$. Define $\bar X=U^\dagger X^WU$, $\bar H_\alpha=U^\dagger(\partial_\alpha H^W)U$ and $D_\alpha=U^\dagger\partial_\alpha U=-D_\alpha^\dagger$. The earlier results are
\begin{equation}
A^H_\alpha=\bar A_\alpha+iD_\alpha ,\label{eq:AH}
\end{equation}
\begin{equation}
\partial_\alpha E_n=\bar H_{\alpha,nn},\qquad D_{\alpha,nm}=\frac{\bar H_{\alpha,nm}}{E_m-E_n}\quad(E_n\neq E_m),\label{eq:D}
\end{equation}
\begin{equation}
\Omega^H_{\alpha\beta}=\bar\Omega_{\alpha\beta}-[D_\alpha,\bar A_\beta]+[D_\beta,\bar A_\alpha]-i[D_\alpha,D_\beta].\label{eq:OH}
\end{equation}
The first follows from the product rule. The diagonal $D_{nn}$ is a matter of phase convention. With $\hat{\mathcal Q}$ the projector on all states outside the $M$ bands, in either gauge
\begin{equation}
\Omega_{\alpha\beta}=i[A_\alpha,A_\beta]+\mathcal F_{\alpha\beta},\qquad\mathcal F_{\alpha\beta}=i\langle\partial_\alpha u|\hat{\mathcal Q}|\partial_\beta u\rangle-(\alpha\leftrightarrow\beta).\label{eq:F}
\end{equation}

\section{Band sum and cancellation}

The diagonal of a commutator is $[X,Y]_{nn}=\sum_m(X_{nm}Y_{mn}-Y_{nm}X_{mn})$. The curvature of a nondegenerate band is therefore
\begin{align}
\Omega_n&=\bar\Omega_{nn}+\sum_mP_{nm},\label{eq:band}\\
P_{nm}&=-(D_{\alpha,nm}\bar A_{\beta,mn}-\bar A_{\beta,nm}D_{\alpha,mn})+(D_{\beta,nm}\bar A_{\alpha,mn}-\bar A_{\alpha,nm}D_{\beta,mn})\nonumber\\
&\quad-i(D_{\alpha,nm}D_{\beta,mn}-D_{\beta,nm}D_{\alpha,mn}).
\end{align}
Each bracket has the form $X_{nm}Y_{mn}-Y_{nm}X_{mn}$, a difference of products of numbers. Exchanging $n$ and $m$ turns it into $X_{mn}Y_{nm}-Y_{mn}X_{nm}$, its negative. So $P_{mn}=-P_{nm}$ and $P_{nn}=0$: the undetermined $D_{nn}$ drops out of $\Omega_n$ and may be set to zero there. It does not drop out of the off-diagonal elements of \eqref{eq:OH}. What band $n$ receives from band $m$, band $m$ loses, and
\begin{equation}
\sum_nf_n\Omega_n=\sum_nf_n\bar\Omega_{nn}+\sum_{n<m}(f_n-f_m)P_{nm}.\label{eq:pairs}
\end{equation}
For the form used in a code, relabel $n\leftrightarrow m$ in the second member of each bracket:
\begin{equation}
-\sum_{nm}f_n(X_{nm}Y_{mn}-Y_{nm}X_{mn})=\sum_{nm}(f_m-f_n)X_{nm}Y_{mn}.
\end{equation}
Applied with $(X,Y)=(D_\alpha,\bar A_\beta)$, with $(D_\beta,\bar A_\alpha)$ and the opposite sign, and with $(iD_\alpha,D_\beta)$, this gives
\begin{align}
\Omega(\mathbf k)&\equiv\sum_nf_n\Omega_n=T_{\bar\Omega}+T_{DA}+T_{DD},\label{eq:main}\\
T_{\bar\Omega}&=\sum_nf_n\bar\Omega_{\alpha\beta,nn},\\
T_{DA}&=\sum_{nm}(f_m-f_n)(D_{\alpha,nm}\bar A_{\beta,mn}-D_{\beta,nm}\bar A_{\alpha,mn}),\\
T_{DD}&=i\sum_{nm}(f_m-f_n)D_{\alpha,nm}D_{\beta,mn},
\end{align}
which is the Wang--Yates--Souza--Vanderbilt formula. Each term is real. For $T_{DA}$, $(D_{nm}\bar A_{mn})^*=-D_{mn}\bar A_{nm}$, and relabelling restores the sign through the antisymmetric weight. For $T_{DD}$, $(iD_{\alpha,nm}D_{\beta,mn})^*=-iD_{\alpha,mn}D_{\beta,nm}$, and the same relabelling applies.

At zero temperature let $v$ run over filled and $c$ over empty states of the group. The weight is $-1$ for $(n,m)=(v,c)$, $+1$ for $(c,v)$ and zero otherwise. Since $D_{cv}\bar A_{vc}=-(D_{vc}\bar A_{cv})^*$,
\begin{equation}
T_{DA}=-2\,\mathrm{Re}\sum_{vc}(D_{\alpha,vc}\bar A_{\beta,cv}-D_{\beta,vc}\bar A_{\alpha,cv}).
\end{equation}
With $z=D_{\alpha,vc}D_{\beta,cv}$ one has $z^*=D_{\alpha,cv}D_{\beta,vc}$, so each pair gives $-i(z-z^*)=2\,\mathrm{Im}\,z$. Equation \eqref{eq:D} gives $z=-\bar H_{\alpha,vc}\bar H_{\beta,cv}/(E_c-E_v)^2$, the sign coming from the opposite order of the two denominators, and
\begin{equation}
T_{DD}=-2\,\mathrm{Im}\sum_{vc}\frac{\bar H_{\alpha,vc}\bar H_{\beta,cv}}{(E_c-E_v)^2}.\label{eq:kubo}
\end{equation}
This has the form of the Kubo formula, with the gradient of the Wannier matrix in place of the velocity operator and the sum confined to $M$ states. Only filled-to-empty denominators appear. The filled--filled part of $i[\bar A_\alpha,\bar A_\beta]$ hidden in $T_{\bar\Omega}$ by \eqref{eq:F} cancels by the same relabelling, but it has no denominators and need not be separated.

\subsection{Projector form and degeneracies}

Define $\rho=UfU^\dagger$ with $f=\mathrm{diag}(f_n)$. Using $\partial U=UD$ and $\partial U^\dagger=-DU^\dagger$,
\begin{equation}
U^\dagger(\partial_\alpha\rho)U=[D_\alpha,f]+\partial_\alpha f,\qquad[D_\alpha,f]_{nm}=(f_m-f_n)D_{\alpha,nm}.\label{eq:drho}
\end{equation}
Where the occupations are locally $0$ or $1$, $\rho$ is the projector on the filled states, $\partial f=0$, and
\begin{align}
T_{\bar\Omega}&=\mathrm{Tr}[\rho\,\Omega^W],\\
T_{DA}&=\mathrm{Tr}[\partial_\alpha\rho\,A^W_\beta-\partial_\beta\rho\,A^W_\alpha],\\
T_{DD}&=i\,\mathrm{Tr}\,\rho\,[\partial_\alpha\rho,\partial_\beta\rho].
\end{align}
The first two follow from cyclicity of the trace. For the third, \eqref{eq:drho} has elements $-D_{vc}$ and $+D_{cv}$, so the trace is $i\sum_{vc}(-D_{\alpha,vc}D_{\beta,cv}+D_{\beta,vc}D_{\alpha,cv})=-i\sum(z-z^*)$, as above. In a fixed Wannier basis, each term depends on the filled states only through the subspace they span. It is smooth wherever filled and empty levels are separated, whatever the filled levels do among themselves, and it does not depend on the basis that a diagonalization routine returns inside a degenerate filled multiplet.

\subsection{What is cancelled at an anticrossing}

Let two bands $p,q$ cross along a line and be coupled weakly. In the smooth local basis $\{u_p,u_q\}$, to which \eqref{eq:OH} applies as to any smooth orthonormal set, the traceless part of the Hamiltonian is $\varepsilon\sigma_z+\Delta\sigma_\phi$ with $\sigma_\phi=\cos\phi\,\sigma_x+\sin\phi\,\sigma_y$ and $\Delta>0$. On the line $\varepsilon=0$ the eigenvectors are $|\mp\rangle=(1,\mp e^{i\phi})/\sqrt2$ with gap $\delta=2\Delta$; call them $1$ and $2$. Direct multiplication gives $\langle-|\sigma_z|+\rangle=1$, $\langle-|\sigma_\phi|+\rangle=0$ and $\partial_\phi\sigma_\phi|+\rangle=-i|-\rangle$, so $\bar H_{\alpha,12}=\partial_\alpha\varepsilon-i\Delta\,\partial_\alpha\phi$. Then $\mathrm{Im}(\bar H_{x,12}\bar H_{y,21})=\Delta(\partial_x\varepsilon\,\partial_y\phi-\partial_y\varepsilon\,\partial_x\phi)$, and \eqref{eq:kubo} gives the $DD$ part of $P_{12}$ as $-(\partial_x\varepsilon\,\partial_y\phi-\partial_y\varepsilon\,\partial_x\phi)/\delta$. The mixed part is $-2\,\mathrm{Re}(D_{x,12}\bar A_{y,21}-D_{y,12}\bar A_{x,21})$. To leading order $D_{\alpha,12}=\partial_\alpha\varepsilon/\delta$, which is real, and $\langle+|A|-\rangle=\frac12(A_{pp}-A_{qq})+\frac12(e^{-i\phi}A_{qp}-e^{i\phi}A_{pq})$, whose second bracket is imaginary. Together,
\begin{equation}
\Omega_1\simeq-\Omega_2\simeq-\frac1\delta\,\big[\nabla\varepsilon\times(\nabla\phi+\mathbf A_{pp}-\mathbf A_{qq})\big]_z\label{eq:anti}
\end{equation}
to leading order in $1/\delta$. The combination in brackets is gauge invariant: $u_p\to e^{i\theta}u_p$ sends $\phi\to\phi+\theta$ and $\mathbf A_{pp}\to\mathbf A_{pp}-\nabla\theta$. As long as $\nabla\phi$ stays bounded while $\Delta\to0$, the band curvature at the centre of a line anticrossing grows as $1/\delta$, not $1/\delta^2$, because the imaginary part of the numerator is itself proportional to $\Delta$. If the coupling nearly vanishes at one point of the line, $\nabla\phi$ can itself grow as $1/\Delta$ there, and the size is then $1/\delta^2$; this is the weakly gapped cone met below. The mixed term is in general of the same order as the $DD$ term, but the share of each depends on the gauge: the phase change above moves $\nabla\theta$ from one to the other and can remove the leading mixed part at a given point. Summing band curvatures subtracts two such numbers, while \eqref{eq:main} never forms them.

At finite temperature the remainder $(f_1-f_2)P_{12}$ in \eqref{eq:pairs} survives when the pair lies within a few $k_BT$ of the Fermi level. For $\delta\ll k_BT$, $f_1-f_2\simeq-f'\delta$ and the remainder at the centre of a line anticrossing is finite. For a traceless pair Hamiltonian $\mathbf d\cdot\boldsymbol\sigma$, take the $z$ axis along $\mathbf d$; then $\langle-|\mathbf a\cdot\boldsymbol\sigma|+\rangle=a_x+ia_y$, and the imaginary part in \eqref{eq:kubo} is $-\hat{\mathbf d}\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)$. Near a linear point touching in three dimensions this does not in general vanish with the gap, so $P_{12}\sim\delta^{-2}$ and the remainder grows as $1/\delta$, which is integrable. At an exact linear touching in two dimensions $\mathbf d$ lies, to leading order, in the plane of $\partial_x\mathbf d$ and $\partial_y\mathbf d$, so the leading term vanishes; the size $\delta^{-2}$ is reached there only near the centre of a weakly gapped cone. A pair that straddles the Fermi level at zero temperature keeps its full peak; that peak is physical and has to be resolved by the mesh.

\section{Gauge dependence of the three terms}

Change the Wannier basis by a smooth unitary, $|u^{W}\rangle\to|u^W\rangle W$. Then $H^W\to W^\dagger H^WW$ and $A^W\to W^\dagger A^WW+iW^\dagger\partial W$, by the step that led to \eqref{eq:AH}. The choice $U\to W^\dagger U$ keeps $u^H$ fixed. Using $W\partial W^\dagger=-\partial W\,W^\dagger$,
\begin{equation}
\bar A_\alpha\to\bar A_\alpha+\Lambda_\alpha,\qquad D_\alpha\to D_\alpha+i\Lambda_\alpha,\qquad\Lambda_\alpha=iU^\dagger(\partial_\alpha W)W^\dagger U .
\end{equation}
The sum $\bar A+iD$ is invariant, as it must be, and so is the total \eqref{eq:main}, which is defined by $u^H$ alone. The three terms are in general not invariant when $\Lambda$ has elements between states of different occupation.

A shift of origin, $\hat{\mathbf r}\to\hat{\mathbf r}+\mathbf c$, corresponds to $W=e^{-i\mathbf k\cdot\mathbf c}$ and $\Lambda_\alpha=c_\alpha 1$. It is diagonal, so $T_{DA}$ and $T_{DD}$ do not change; in \eqref{eq:OW} it alters only the $\mathbf R=0$ element, which is multiplied by $R=0$. Assigning function $j$ to the cell $\mathbf T$ gives $\sum_{\mathbf R}e^{-i\mathbf k\cdot(\hat{\mathbf r}-\mathbf R)}|\mathbf R+\mathbf T,j\rangle=e^{-i\mathbf k\cdot\mathbf T}|u_j^W\rangle$ and $\Lambda_{\alpha,nm}=T_\alpha U^*_{jn}U_{jm}$, which is not diagonal. The relative size of the terms at a given $\mathbf k$ is then a property of the bookkeeping.

A limiting case is a basis of point orbitals at positions $\boldsymbol\tau_j$ that spans the whole Hilbert space. Then $A^W_\alpha=\mathrm{diag}(\tau_{j\alpha})$ and $\Omega^W=0$, but $T_{DA}$ does not vanish in general if the $\boldsymbol\tau_j$ differ. The choice $W=\mathrm{diag}(e^{i\mathbf k\cdot\boldsymbol\tau_j})$ gives $iW^\dagger\partial_\alpha W=-\mathrm{diag}(\tau_{j\alpha})$ and removes $A^W$, at the price of a non-periodic matrix $e^{-i\mathbf k\cdot\boldsymbol\tau_i}H_{ij}e^{i\mathbf k\cdot\boldsymbol\tau_j}$. In that convention \eqref{eq:kubo} is the whole curvature. The example uses this as its full-space reference.

\section{Zone integrals}

Take $\alpha\beta=xy$ in two dimensions. At finite temperature $\rho=f(H^W)$ is smooth and periodic. Differentiate the vector field $\mathrm{Tr}[\rho A^W_\beta]$ with \eqref{eq:drho}:
\begin{equation}
\partial_x\mathrm{Tr}[\rho A^W_y]=\sum_{nm}(f_m-f_n)D_{x,nm}\bar A_{y,mn}+\sum_n\partial_xf_n\,\bar A_{y,nn}+\mathrm{Tr}[\rho\,\partial_xA^W_y].
\end{equation}
Subtracting the $x\leftrightarrow y$ expression, with $\partial_\alpha f_n=f'(E_n)\bar H_{\alpha,nn}$,
\begin{equation}
\partial_x\mathrm{Tr}[\rho A_y^W]-\partial_y\mathrm{Tr}[\rho A_x^W]=T_{\bar\Omega}+T_{DA}+\sum_nf'(E_n)\,(\bar H_{x,nn}\bar A_{y,nn}-\bar H_{y,nn}\bar A_{x,nn}).\label{eq:curl}
\end{equation}
The left side is a sum of derivatives of smooth periodic functions and integrates to zero over the zone. With $-f'=f(1-f)/k_BT$ for the Fermi function,
\begin{equation}
\int d^2k\,(T_{\bar\Omega}+T_{DA})=\int d^2k\sum_n\frac{f_n(1-f_n)}{k_BT}\,(\bar H_{x,nn}\bar A_{y,nn}-\bar H_{y,nn}\bar A_{x,nn}).\label{eq:FS}
\end{equation}
The position terms integrate to a Fermi-surface quantity. For an insulator at zero temperature $\rho$ is a smooth projector and $\partial f=0$, so they integrate to zero and $T_{DD}$ alone carries the Chern number $C=\frac1{2\pi}\int d^2k\,\Omega$. A correct quantized Hall conductance therefore says nothing about whether the position terms are coded correctly, as long as their errors preserve the curl structure; pointwise tests are needed.

The sign of the conductivity follows from adiabatic perturbation theory. For charge $-e$, a uniform field $\boldsymbol{\mathcal E}=-\dot{\mathbf a}$ enters as $\mathbf k\to\mathbf k+e\mathbf a/\hbar$, so $\hbar\dot{\mathbf k}=-e\boldsymbol{\mathcal E}$. Write the state as a phase times $|n\rangle+\sum_{m\ne n}b_m|m\rangle$ over all bands. Projecting the Schr\"odinger equation on $\langle m|$ gives, to first order in the field, $E_nb_m+i\hbar\langle m|\dot n\rangle=E_mb_m$. The velocity operator is $\partial_x\hat H_{\mathbf k}/\hbar$, and differentiating the eigenvalue equation gives $\langle n|\partial_x\hat H_{\mathbf k}|m\rangle=(E_n-E_m)\langle\partial_xn|m\rangle$. For a field along $y$,
\begin{equation}
\delta v_x=2\,\mathrm{Re}\Big[-i\sum_{m\neq n}\langle\partial_xn|m\rangle\langle m|\partial_yn\rangle\Big]\dot k_y=2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle\,\dot k_y=-\Omega_n\dot k_y .
\end{equation}
The missing $m=n$ term is $A_xA_y$, which is real and does not affect the imaginary part, and \eqref{eq:def} gives $\Omega_n=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle$. So $\delta v_x=(e/\hbar)\Omega_n\mathcal E_y$, and multiplying by $-e$ and summing over states gives the intrinsic part of the Hall conductance,
\begin{equation}
\sigma_{xy}=-\frac{e^2}{\hbar}\int\frac{d^2k}{(2\pi)^2}\,\Omega(\mathbf k)=-\frac{e^2}{\hbar}\frac{\langle\Omega\rangle}{a^2},
\end{equation}
in siemens. The last form holds for a square lattice of constant $a$, with $\langle\Omega\rangle$ the zone average and one electron per state. For an insulator $\sigma_{xy}=-(e^2/h)\,C$. Scattering contributions are outside this treatment.

The summed curvature \eqref{eq:main} has been obtained with no $D$ terms between equally occupied states; its total is gauge invariant although its three terms in general are not, and its position terms integrate over the zone to a Fermi-surface quantity. What remains is to implement the formula and test it numerically on a model.
